# Off-diagonal Sigma − vxc in G0W0: second-order shifts and nearly degenerate pairs

**Setting.** A Kohn-Sham calculation supplies orthonormal orbitals and energies, $h_{\rm KS}\phi_n=\varepsilon_n\phi_n$, with

$$h_{\rm KS}=\frac{p^2}{2m}+v_{\rm ext}+v_{\rm H}+v_{xc}.$$

In G0W0 the self-energy $\Sigma(E)$ is built once from these orbitals and then held fixed. The quasiparticle equation replaces $v_{xc}$ by $\Sigma$:

$$[h_{\rm KS}+D(E)]\,\psi=E\,\psi,\qquad D(E)=\Sigma(E)-v_{xc}.$$

The diagonal approximation keeps only $D_{nn}=\langle\phi_n|D|\phi_n\rangle$ and solves

$$E_n=\varepsilon_n+D_{nn}(E_n).$$

The problem is to find what this costs in energy, and what to do when the cost is high. We assume that near the energies of interest $D(E)$ is Hermitian and smooth, so the roots lie away from the poles of $\Sigma$. A prime denotes $d/dE$.

## (a) Which off-diagonal elements can be nonzero?

*Write the quasiparticle equation in the Kohn-Sham basis and find the restriction that symmetry places on $D_{nm}$.*

**Solution.** Insert $\psi=\sum_m c_m\phi_m$ and project on $\phi_n$:

$$\sum_m H_{nm}(E)\,c_m=E\,c_n,\qquad H_{nm}(E)=\varepsilon_n\delta_{nm}+D_{nm}(E).$$

Suppose the Kohn-Sham system is invariant under a finite group of order $|G|$ with unitary operators $U_g$. Then $\Sigma$ and $v_{xc}$, built from its orbitals and density, commute with every $U_g$, so $D=U_g^\dagger DU_g$. Let $\phi_i^\alpha$ transform as row $i$ of the irreducible representation $\alpha$, that is, $U_g\phi^\alpha_i=\sum_k\phi^\alpha_k\Gamma^\alpha_{ki}(g)$. Averaging over the group gives

$$\langle\phi^\alpha_i|D|\phi^\beta_j\rangle=\sum_{kl}\Big[\frac1{|G|}\sum_g\Gamma^{\alpha}_{ki}(g)^*\,\Gamma^\beta_{lj}(g)\Big]\langle\phi^\alpha_k|D|\phi^\beta_l\rangle .$$

By the orthogonality theorem the bracket equals $\delta_{\alpha\beta}\delta_{ij}\delta_{kl}/d_\alpha$, where $d_\alpha$ is the dimension of the representation. Only orbitals of the same representation and the same row are coupled.

The numerical check builds a G0W0 self-energy with RPA screening for a mirror-symmetric six-site chain. With $D$ evaluated at the energy of the highest occupied orbital, its largest off-diagonal element is 0.146 eV between orbitals of equal parity and $10^{-15}$ eV, which is rounding noise, between orbitals of opposite parity.

## (b) Is there a first-order effect?

*Multiply every off-diagonal element of $D$ by a number $\eta$, leaving the diagonal untouched. Eliminate all components except $c_n$, and read off the lowest power of $\eta$ in the equation for $E$.*

**Solution.** At $\eta=0$ we have the diagonal approximation, and at $\eta=1$ the full problem. Let $Q$ denote all states other than $n$. The matrix equation splits into

$$(E-\varepsilon_n-D_{nn})\,c_n=\eta\sum_{m\in Q}D_{nm}c_m,\qquad (E-H^\eta_{QQ})\,c_Q=\eta\,D_{Qn}c_n .$$

If $E$ is not an eigenvalue of $H^\eta_{QQ}(E)$, the second equation can be solved for $c_Q$. Then $c_n\neq0$, since otherwise the whole vector would vanish. Substituting into the first equation and dividing by $c_n$ gives

$$E=\varepsilon_n+D_{nn}(E)+\eta^2\sum_{m,m'\in Q}D_{nm}\big[(E-H^\eta_{QQ})^{-1}\big]_{mm'}D_{m'n}. \tag{1}$$

No approximation has been made. The extra term carries two off-diagonal factors: one takes the particle out of orbital $n$ and one brings it back. As long as the inverse stays finite when $\eta\to0$, there is no term linear in $\eta$.

## (c) What is the second-order shift?

*Find the coefficient of $\eta^2$ in $E-E_n$, taking the energy dependence of $D$ into account. Under what condition is it small?*

**Solution.** Separate $H^\eta_{QQ}=\Lambda+\eta O$ into its diagonal part $\Lambda_{mm}=\varepsilon_m+D_{mm}$ and its off-diagonal part. Then

$$(E-\Lambda-\eta O)^{-1}=(E-\Lambda)^{-1}+\eta\,(E-\Lambda)^{-1}O\,(E-\Lambda)^{-1}+\dots,$$

so to leading order the inverse in (1) is diagonal. Put $E=E_n+x$ and subtract $E_n=\varepsilon_n+D_{nn}(E_n)$:

$$x=D_{nn}'(E_n)\,x+O(x^2)+\eta^2\sum_{m\ne n}\frac{|D_{nm}(E_n)|^2}{E_n-\varepsilon_m-D_{mm}(E_n)}+O(\eta^3).$$

Here $D_{nm}D_{mn}=|D_{nm}|^2$ by Hermiticity. The sum may be evaluated at $E_n$ because $x$ is itself of order $\eta^2$, so moving the argument by $x$ changes the result at order $\eta^4$. The $x^2$ term is of order $\eta^4$ as well. Collecting the terms in $x$,

$$E-E_n=\eta^2Z_n\sum_{m\neq n}\frac{|D_{nm}(E_n)|^2}{E_n-\varepsilon_m-D_{mm}(E_n)}+O(\eta^3),\qquad Z_n=\frac1{1-D'_{nn}(E_n)}. \tag{2}$$

The factor $Z_n$ appears because $D_{nn}$ responds when the energy moves.

The denominator contains the corrected level $m$, not the bare one. Using $E_m=\varepsilon_m+D_{mm}(E_m)$ and a linear expansion of $D_{mm}$,

$$E_n-\varepsilon_m-D_{mm}(E_n)\approx(E_n-E_m)\,[1-D_{mm}'(E_m)]=\frac{E_n-E_m}{Z_m}.$$

A single partner $m$ therefore shifts level $n$ by about $Z_nZ_m|D_{nm}|^2/(E_n-E_m)$, which is level repulsion reduced by the two factors $Z$. Each such shift is small compared with the separation that produces it when

$$\sqrt{Z_nZ_m}\,|D_{nm}|\ll|E_n-E_m|$$

for every partner of equal symmetry. This condition alone does not make (2) accurate. First, the omitted $\eta^3$ term contains the couplings $D_{mm'}$ among the partners, which must also be small compared with the separations. For energy-independent levels at 0, 1 and 3 eV with $D_{12}=0.05$, $D_{13}=-0.05$ and $D_{23}=1.6$ eV, level 1 meets the condition, yet (2) gives −0.0033 eV against a true shift of −0.032 eV. Second, the linear form of the denominator needs $D_{mm}$ to be nearly linear between $E_m$ and $E_n$; the true denominator vanishes at every root of the diagonal equation for $m$, satellites included. When these requirements are met as well, the error of the diagonal energy is estimated by the whole sum (2), which has to be compared with the accuracy wanted. The relevant separation is that of the diagonal quasiparticle energies, not of the Kohn-Sham energies.

If $D$ is not Hermitian, as for a level with a finite lifetime, the same elimination holds with $D_{nm}D_{mn}$ in place of $|D_{nm}|^2$.

## (d) How large is the shift for separated levels?

*Take four orbitals of equal symmetry with*

$$D(E)=S+\sum_{s=1}^{6}\frac{w_sw_s^{T}}{E-\Omega_s},$$

*where, in eV, $\varepsilon_1=-10$, $\varepsilon_3=-18$, $\varepsilon_4=-2$, the poles are $\Omega=(-36,-34,14,16,-40,18)$, and*

$$S=\begin{pmatrix}-1&0.2&0.1&0.1\\0.2&-1&0.1&0.1\\0.1&0.1&-1.5&0.1\\0.1&0.1&0.1&1\end{pmatrix},\qquad W=\begin{pmatrix}8&1&7&0&0&0\\1&5&1&6&0&0\\2&-1&1&0&8&0\\2&1&1&1&0&7\end{pmatrix}.$$

*Column $s$ of $W$ is $w_s$. Compare (2) at $\eta=1$ with the full solution for $\varepsilon_2=-6$ eV.*

**Solution.** These are round model parameters. $S$ plays the role of exchange minus $v_{xc}$, and the poles that of the correlation part of $\Sigma$. The full solution can be found without any search for roots. Attach to the four orbitals one auxiliary state of energy $\Omega_s$ per pole, coupled to orbital $n$ by $W_{ns}$. Eliminating the auxiliary states as in (b) returns $D(E)$, so the eigenvalues of this larger constant matrix are the solutions sought.

All energies are in eV:

| Level | Diagonal | Shift from (2) | Sum | Full |
|---|---|---|---|---|
| 1 | −10.4557 | −0.0569 | −10.5126 | −10.5101 |
| 2 | −7.5905 | +0.0319 | −7.5586 | −7.5605 |

The diagonal approximation is wrong by 0.054 and 0.030 eV. Formula (2) leaves 0.0025 and 0.0019 eV, about 5% and 6% of the respective true shifts. The numerical check also extracts the coefficient of $\eta^2$ from the larger matrix at small $\eta$. It agrees with (2) for all four levels; for level 1 both give −0.05694 eV.

Now move level 2 closer. At $\varepsilon_2=-8$ eV the diagonal energies are −10.4557 and −9.4056 eV. Formula (2) predicts shifts of −0.147 and +0.119 eV, while the true ones are −0.127 and +0.101 eV. The overestimate has grown to 15% and 18% of the true shifts.

At $\varepsilon_2=-9.1$ eV the Kohn-Sham levels are still 0.9 eV apart, but the diagonal quasiparticle energies, −10.4557 and −10.4057 eV, differ by only 0.05 eV. Their coupling at the mean energy, −10.431 eV, is

$$D_{12}=0.2+\frac{8}{25.569}+\frac{5}{23.569}-\frac{7}{24.431}=0.4385\ \text{eV},$$

far larger than the separation. Formula (2) now gives shifts of −2.97 and +2.95 eV, whereas the true ones are −0.36 and +0.34 eV. The expansion has failed, and so has the diagonal approximation.

## (e) How should a nearly degenerate pair be treated?

*Let levels 1 and 2 have equal symmetry and nearly equal diagonal energies, with all other levels $q$ well separated from them. Derive an equation for the pair that contains no small denominator.*

**Solution.** The small denominator arose from eliminating state 2 in the equation for state 1. Löwdin partitioning keeps both and eliminates only the rest. With $P=\{1,2\}$ and $Q$ now the remaining states,

$$(E-H_{PP})c_P=H_{PQ}c_Q,\qquad c_Q=(E-H_{QQ})^{-1}H_{QP}c_P,$$

so that $h(E)\,c_P=E\,c_P$ with

$$h(E)=H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}.$$

This is again free of approximation if $E$ is not an eigenvalue of $H_{QQ}(E)$. Keeping only the diagonal of $H_{QQ}$ in the inverse gives

$$h_{ij}(E)=\varepsilon_i\delta_{ij}+D_{ij}(E)+\sum_{q}\frac{D_{iq}(E)\,D_{qj}(E)}{E-\varepsilon_q-D_{qq}(E)},\qquad i,j\in\{1,2\}. \tag{3}$$

By the expansion in (c), the first omitted term has the form $D_{iq}D_{qq'}D_{q'j}$ over two large denominators, which is third order. The energies follow from $\det[E-h(E)]=0$:

$$[E-h_{11}(E)]\,[E-h_{22}(E)]=|h_{12}(E)|^2. \tag{4}$$

Equal symmetry matters here. If states 1 and 2 belonged to different representations or rows, $D_{12}$ would vanish. So would each product $D_{1q}D_{q2}$, since $q$ cannot match both. Equation (4) would then factorize, and the two levels could cross freely.

## (f) Can the pair energies be written in closed form?

*Linearize (4) in the energy and solve it.*

**Solution.** Define the folded energies and factors by

$$\bar E_i=h_{ii}(\bar E_i),\qquad \bar Z_i=\frac{1}{1-h_{ii}'(\bar E_i)}.$$

Near $\bar E_i$,

$$E-h_{ii}(E)\approx(E-\bar E_i)\,[1-h_{ii}'(\bar E_i)]=\frac{E-\bar E_i}{\bar Z_i}.$$

Let $M=(\bar E_1+\bar E_2)/2$, $\delta=\bar E_1-\bar E_2$ and $x=E-M$. Then $E-\bar E_1=x-\delta/2$ and $E-\bar E_2=x+\delta/2$. With $b=h_{12}(M)$ and $b'=h_{12}'(M)$, the coupling obeys $|h_{12}|^2\approx|b|^2+2x\,{\rm Re}(b^*b')$. Equation (4), multiplied by $\bar Z_1\bar Z_2$, becomes

$$x^2-\frac{\delta^2}{4}=\bar Z_1\bar Z_2|b|^2+2gx,\qquad g=\bar Z_1\bar Z_2\,{\rm Re}(b^*b').$$

This quadratic equation has the solutions

$$E_\pm=\frac{\bar E_1+\bar E_2}{2}+g\pm\sqrt{\Big(\frac{\bar E_1-\bar E_2}{2}\Big)^2+\bar Z_1\bar Z_2|b|^2+g^2}. \tag{5}$$

Setting $g=0$ freezes the coupling at the mean energy and gives the familiar two-level form, with $|b|$ reduced to $\sqrt{\bar Z_1\bar Z_2}\,|b|$.

## (g) What are the limits of the closed form?

*Examine (5) for large separation and for exact degeneracy. At what order do the energies move in each case, and what does the linearization miss?*

**Solution.** For $|\delta|\gg\sqrt{\bar Z_1\bar Z_2}|b|$, expand the square root. The root that tends to $\bar E_1$ has

$$E-\bar E_1\approx\frac{\bar Z_1\bar Z_2|b|^2}{\delta}+g=\frac{\bar Z_1\bar Z_2}{\delta}\Big[|b|^2+2\,\frac{\delta}{2}\,{\rm Re}(b^*b')\Big]\approx\frac{\bar Z_1\bar Z_2\,|h_{12}(\bar E_1)|^2}{\bar E_1-\bar E_2}.$$

This is the second-order repulsion of part (c). The term $g$ moves the coupling from the mean energy to the level's own energy, as (2) requires.

For the opposite limit take the pair alone, with real coupling $\eta D_{12}$ and $E_1=E_2=E_0$. To leading order

$$E_\pm-E_0=\pm\beta,\qquad\beta=\eta\sqrt{Z_1Z_2}\,|D_{12}|,$$

which is first order in $\eta$. The argument of part (b) does not apply, because its inverse diverges as $\eta\to0$. The states mix strongly however weak the coupling is: the first row of the pair equation gives $|c_2/c_1|=|E-h_{11}|/|h_{12}|=(\beta/Z_1)/(\eta|D_{12}|)=\sqrt{Z_2/Z_1}$.

To find the next order, keep the curvature of $D_{ii}$, so that $E-h_{ii}=x/Z_i-D_{ii}''x^2/2$ with $x=E-E_0$. Multiplying (4) by $Z_1Z_2$ gives, up to fourth-order terms,

$$x^2-\tfrac12(Z_1D_{11}''+Z_2D_{22}'')\,x^3=\beta^2+2gx,\qquad g=\eta^2Z_1Z_2D_{12}D_{12}'.$$

Insert $x=\pm\beta+s$ with $s$ of order $\eta^2$. The terms of order $\eta^3$ are

$$\pm2\beta s\mp\tfrac12(Z_1D_{11}''+Z_2D_{22}'')\beta^3=\pm2g\beta,$$

and therefore

$$s=g+\tfrac14(Z_1D_{11}''+Z_2D_{22}'')\,\beta^2 .$$

Both levels move together by $s$. Formula (5) contains the first part and misses the curvature part; solving (4) directly includes both. With levels 3 and 4 removed from the model, $\varepsilon_2$ tuned to exact degeneracy and $\eta=0.1$, the larger matrix for states 1 and 2 gives a half splitting of 0.038535 eV and a common shift of −0.11116 meV. The formulas for $\beta$ and $s$ reproduce both to the digits shown. In this model the curvature part is small: $g=-0.11149$ meV, and the curvature adds $+0.00033$ meV.

## (h) Does the pair treatment repair the example?

*Apply (5) to the case $\varepsilon_2=-9.1$ eV and compare with the full solution.*

**Solution.** Folding in levels 3 and 4 gives

- $\bar E_1=-10.4608$ eV and $\bar E_2=-10.4067$ eV,
- $\bar Z_1=0.8410$ and $\bar Z_2=0.9095$,
- $b=0.4266$ eV and $b'=-0.0307$.

Hence $M=-10.4338$ eV, $\delta/2=-0.0271$ eV and $\bar Z_1\bar Z_2=0.7649$, so that

$$\bar Z_1\bar Z_2b^2=0.1392\ \text{eV}^2,\qquad g=0.7649\times0.4266\times(-0.0307)=-0.0100\ \text{eV}.$$

The square root is $\sqrt{0.0007+0.1392+0.0001}=0.3742$ eV, and

$$E_\pm=-10.4338-0.0100\pm0.3742\ \text{eV}.$$

The successive levels of treatment compare as follows, in eV:

| Treatment | Lower | Upper |
|---|---|---|
| Diagonal | −10.4557 | −10.4057 |
| (5), pair only | −10.8274 | −10.0562 |
| (5), folded, $g=0$ | −10.8079 | −10.0596 |
| (5), folded | −10.8180 | −10.0695 |
| (4), folded | −10.8180 | −10.0693 |
| Full | −10.8186 | −10.0697 |

The largest error relative to the full solution falls from 0.36 eV in the diagonal approximation to 0.0006 eV in the folded closed form. Most of the gain comes from treating the two states together. Dropping levels 3 and 4, or freezing the coupling, each leaves errors of about 0.01 eV.

The effect of the slope on the energies is set by the product $\bar Z_1\bar Z_2\,b\,b'$, not by $b'$ alone. The slope itself comes mostly from the pole terms in $D_{12}$, which here all have positive numerators. Their derivatives, $-W_{1s}W_{2s}/(E-\Omega_s)^2$, therefore add up, although the terms themselves partly cancel.

In practice, the separations and couplings of equal-symmetry levels decide the method. If the condition in (c) holds, the partners are also weakly coupled among themselves, and no satellite root of a partner lies near $E_n$, then (2) estimates the error of the diagonal energies and supplies the correction. If one partner violates it, (4) or (5) is needed. If several levels lie close together, all of them belong in $P$, and the $2\times2$ problem becomes a larger one. Close to a pole of $\Sigma$ the linearization behind (2) and (5) is unreliable, and the energy-dependent matrix equation must be solved as it stands.

## Calculated quantities

```
MODEL INPUT (states 1 to 4)
eps_1, eps_3, eps_4 [eV]: -10.0 -18.0 -2.0
static part of D, row 1 [eV]: -1.0 0.2 0.1 0.1
static part of D, row 2 [eV]: 0.2 -1.0 0.1 0.1
static part of D, row 3 [eV]: 0.1 0.1 -1.5 0.1
static part of D, row 4 [eV]: 0.1 0.1 0.1 1.0
self-energy poles [eV]: -36.0 -34.0 14.0 16.0 -40.0 18.0
pole couplings of state 1 [eV]: 8.0 1.0 7.0 0.0 0.0 0.0
pole couplings of state 2 [eV]: 1.0 5.0 1.0 6.0 0.0 0.0
pole couplings of state 3 [eV]: 2.0 -1.0 1.0 0.0 8.0 0.0
pole couplings of state 4 [eV]: 2.0 1.0 1.0 1.0 0.0 7.0
CASE eps_2 = -6.0 eV
 diagonal E_1, E_2 [eV]: -10.4557 -7.5905
 second-order shifts of 1, 2 [eV]: -0.0569 0.0319
 pair-only closed form [eV]: -10.5061 -7.5595
 folded closed form, b frozen [eV]: -10.4994 -7.5522
 folded closed form [eV]: -10.5083 -7.5611
 folded 2x2, solved in E [eV]: -10.5090 -7.5605
 full solution [eV]: -10.5101 -7.5605
 eta^2 coefficient, states 3,1,2,4 [eV]: -0.05314 -0.05694 0.03187 0.00630
 formula, states 3,1,2,4 [eV]: -0.05314 -0.05694 0.03187 0.00630
CASE eps_2 = -8.0 eV
 diagonal E_1, E_2 [eV]: -10.4557 -9.4056
 second-order shifts of 1, 2 [eV]: -0.1466 0.1194
 pair-only closed form [eV]: -10.5837 -9.2988
 folded closed form, b frozen [eV]: -10.5718 -9.2954
 folded closed form [eV]: -10.5815 -9.3050
 folded 2x2, solved in E [eV]: -10.5818 -9.3046
 full solution [eV]: -10.5828 -9.3046
CASE eps_2 = -9.1 eV
 diagonal E_1, E_2 [eV]: -10.4557 -10.4057
 second-order shifts of 1, 2 [eV]: -2.9734 2.9450
 pair-only closed form [eV]: -10.8274 -10.0562
 folded closed form, b frozen [eV]: -10.8079 -10.0596
 folded closed form [eV]: -10.8180 -10.0695
 folded 2x2, solved in E [eV]: -10.8180 -10.0693
 full solution [eV]: -10.8186 -10.0697
 diagonal Z_1, Z_2: 0.8462 0.9093
 bare coupling D_12 at mean energy [eV]: 0.4385
 folded Ebar_1, Ebar_2 [eV]: -10.4608 -10.4067
 folded Zbar_1, Zbar_2: 0.8410 0.9095
 folded coupling b [eV]: 0.4266
 slope of b (dimensionless): -0.0307
 largest error: diagonal, second order, closed [eV]: 0.3629 2.6105 0.0006
DEGENERATE PAIR ALONE, eta = 0.1
 half splitting: matrix, formula [eV]: 0.038535 0.038535
 common shift: matrix, formula [meV]: -0.11116 -0.11116
SIX-SITE CHAIN, largest off-diagonal |Sigma - vxc|
 equal parity [eV]: 0.1458
 opposite parity [eV]: 9.7e-16
```
